# Water dimer binding energy: counterpoise, basis-set extrapolation and coupled-cluster correction, part 2

We seek the water dimer's electronic binding energy $D_e$ (well depth, counted positive, no zero-point vibration), expected to be roughly 5.0 kcal/mol, from extrapolated MP2 plus a small-basis CCSD(T) correction. Interaction energies are negative for attraction; 1 hartree $=627.5095$ kcal/mol; oxygen 1s orbitals are frozen.

Donor A and acceptor B have $r(\mathrm{OH})=0.9572$ Å and angle $104.52^\circ$; the O–O distance is 2.91 Å. A's bridging OH bond lies $5.5^\circ$ (alpha), and B's bisector $56^\circ$ (flap), off the O–O axis. Bases are jul-cc-pV$X$Z, $X=2,3,4$ (D, T, Q), with integrals density fitted using the whole dimer's JKFIT set. $E_S[\mathcal B]$ is the energy of system $S$ in basis $\mathcal B$; in $E_A[AB]$, B supplies only ghost functions.

$$E_{\rm unc}=E_{AB}[AB]-E_A[A]-E_B[B],$$

$$E_{\rm CP}=E_{AB}[AB]-E_A[AB]-E_B[AB].$$

Their difference $E_{\rm CP}-E_{\rm unc}$, the BSSE, vanishes at the basis-set limit. At Q it is 0.027 (HF) plus 0.134 (correlation) kcal/mol. The interaction energies in kcal/mol are

| | D | T | Q |
|---|---|---|---|
| HF, CP | −3.630 | −3.545 | −3.576 |
| HF, unc | −3.894 | −3.606 | −3.603 |
| corr, CP | −0.751 | −1.074 | −1.209 |
| corr, unc | −1.175 | −1.365 | −1.343 |

The quadruple-zeta table of total energies (hartree) ends with

| system | HF | MP2 correlation |
|---|---|---|
| A[A] | −76.0659531 | −0.2854649 |
| B[B] | −76.0659531 | −0.2854724 |

The electron cusp, $\psi^{(1)}\approx\tfrac12r_{12}\Phi$ ($\Phi$ the HF determinant), gives the model tail

$$\sum_{l\ge X}(l+\tfrac12)^{-4}=\frac1{3X^3}-\frac{1}{6X^5}+\ldots=\frac1{3X^3}\Big(1-\frac1{2X^2}+\ldots\Big),$$

exactly 0.011718 and 0.005054 for $X=3$ and 4. Identifying $X$ with the cardinal number, an assumption, gives $E_X=E_\infty+AX^{-3}$.

With orbital energies $\varepsilon$, occupied $i,j,k$ and virtual $a,b,c$, $E_{\rm MP2}$ has denominators $\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$, and the triples correction $E_{(T)}$ has $\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c$.

### Two-point extrapolation

Multiply $E_X=E_\infty+AX^{-3}$ by $X^3$ for $X=4$ and 3: $64E_Q=64E_\infty+A$ and $27E_T=27E_\infty+A$. Subtraction removes $A$:

$$E_\infty=\frac{64E_Q-27E_T}{37}=E_Q+\frac{27}{37}(E_Q-E_T),\qquad\frac{27}{37}=0.7297.$$

If $E_T=E_Q$ the formula returns that value. On the model series the error falls from 0.005054 to 0.000191, the residue coming mainly from the $X^{-5}$ term, which alone gives 0.000219 and is reduced by the higher terms. The formula is linear, so extrapolating the five total energies and subtracting gives the same result as extrapolating the interaction energy. Any noise in $E_Q$ is magnified by $64/37=1.7297$.

It applies to the correlation energy only. The HF determinant has no dependence on $r_{12}$ and no such tail. Applying the formula to the total MP2 energy would extrapolate the irregular HF step as if it were cusp error. The HF part is taken at Q. Then, in kcal/mol,

$$E^{\rm corr}_{\rm CP}=-1.209+0.7297\,(-1.209+1.074)=-1.307,$$

$$E^{\rm corr}_{\rm unc}=-1.343+0.7297\,(-1.343+1.365)=-1.327,$$

where the first value is the one obtained from unrounded inputs. Adding $-3.576$ and $-3.603$ gives, from unrounded terms, MP2 limits of $-4.884$ (CP) and $-4.930$ (uncorrected). The two sequences are

$$E_{\rm CP}:\ -4.381,\ -4.619,\ -4.785,\ -4.884;\qquad E_{\rm unc}:\ -5.069,\ -4.971,\ -4.946,\ -4.930,$$

and the gap runs 0.688, 0.352, 0.161, 0.046. They close in from opposite sides. Of the last 0.046, the part 0.027 is HF BSSE at Q, which was not extrapolated, and about 0.02 is correlation BSSE that the inverse cube did not remove, out of 0.134. The exact limit of the gap is zero, so 0.046 is the difference between the remaining basis errors of the two values, and at least one of them is in error by half of it or more. It is not an upper bound, because an error common to both sequences does not show in it. An offset such as $(X+1)^{-3}$ would raise the weight on the T-to-Q step and move the counterpoise value a few hundredths toward stronger binding. The D point is not used, since $X=2$ is far from the asymptotic regime.

### The coupled-cluster correction

In any basis the identity $E^{\rm CCSD(T)}(X)=E^{\rm MP2}(X)+\Delta(X)$ defines $\Delta$. At the limit, $E^{\rm CCSD(T)}(\infty)=E^{\rm MP2}(\infty)+\Delta(\infty)$. The composite method replaces $\Delta(\infty)$ by $\Delta({\rm D})$, and its error is exactly $\Delta({\rm D})-\Delta(\infty)$. The reason to expect this to be small is that the cusp condition $\psi\approx(1+\tfrac12r_{12})\Phi$ is already satisfied in first order, so much of the slowly converging tail is common to MP2 and CCSD(T) and cancels in $\Delta$. The cancellation is partial. It also requires that $\Delta$ be formed within one basis, with one geometry, one frozen core and one treatment of BSSE. Subtracting an uncorrected MP2 value from a counterpoise CCSD(T) value would put the whole double-zeta BSSE into $\Delta$.

The HF energy cancels in $\Delta$, so each system contributes its CCSD and (T) correlation energies minus its MP2 correlation energy. With exact integrals in jul-cc-pVDZ, in hartree,

- AB[AB]: $-0.4529887-0.0101754+0.4377089=-0.0254552$
- A[AB]: $-0.2259909-0.0049410+0.2181474=-0.0127845$
- B[AB]: $-0.2261789-0.0049766+0.2183632=-0.0127923$
- A[A]: $-0.2257686-0.0048917+0.2179167=-0.0127436$

The monomers are congruent, so B[B] equals A[A]. Then $\Delta_{\rm CP}=-0.0254552+0.0127845+0.0127923=+0.0001216$ hartree $=+0.076$ kcal/mol, and $\Delta_{\rm unc}=-0.0254552+2(0.0127436)=+0.0000320$ hartree $=+0.020$ kcal/mol.

The correction is small because two larger pieces oppose each other. With counterpoise, the interaction energy goes from $-4.383$ at MP2 to $-4.145$ at CCSD and back to $-4.307$ at CCSD(T): CCSD removes 0.238 and the triples restore 0.162. Stopping at CCSD would be worse than stopping at MP2 when measured against CCSD(T). It also means that a modest basis error in either piece is as large as $\Delta$ itself. The two versions of $\Delta$ must coincide at the limit, and they differ by 0.056, nearly the size of $\Delta_{\rm CP}$. In this basis $\Delta$ is known to be small, but its value is not well determined.

The rigid-monomer composite is $-4.884+0.076=-4.807$ (from unrounded terms) with counterpoise and $-4.930+0.020=-4.910$ without.

### From interaction energy to binding energy

The binding energy refers to relaxed monomers. For a dimer in which A is distorted by $s$, add and subtract the energy of the distorted monomer:

$$E_{AB}(s)-E_A(0)-E_B(0)=E_{\rm int}(s)+\big[E_A(s)-E_A(0)\big].$$

The bracket is the deformation energy. It is evaluated in the monomer's own basis at both geometries, because a free monomer has no partner to define ghost positions. For the chosen geometry $s=0$ and the bracket vanishes. Forgetting the bracket when the dimer geometry has been optimised overstates the binding.

Only one intramolecular coordinate is relaxed here, the bridging OH bond, and $s$ is its stretch. Assume that the chosen monomer geometry is the minimum of the exact monomer surface, so that the bracket is $\tfrac12k_{\rm mono}s^2$ with no linear term. MP2 in a double-zeta basis has its own, slightly different minimum, and its linear term is dropped on purpose as an artefact of that level. With $E_{\rm int}(s)=E_{\rm int}(0)+gs+\tfrac12k_{\rm int}s^2$ and $k=k_{\rm mono}+k_{\rm int}$, the change is $gs+\tfrac12ks^2$. Its derivative vanishes at $s^*=-g/k$, where the change is $-g^2/k+g^2/2k=-g^2/2k$.

Central differences at MP2/D with $s=\pm0.02$ Å give $E_{\rm CP}=-4.528$ and $-4.243$ kcal/mol, so $g=(-4.528+4.243)/0.04=-7.12$ kcal/mol/Å. The last digits depend on the SCF threshold, because the MP2 energy is not stationary in the orbitals: a tighter SCF gives $-7.09$, which leaves $s^*$ and the gain below unchanged. The curvatures are $k_{\rm mono}=1288$ and $k_{\rm int}=-25$ kcal/mol/Å$^2$, the latter from unrounded energies, so $k=1263$. Then $s^*=7.12/1263=0.0056$ Å and the gain is $7.12^2/(2\cdot1263)=0.020$ kcal/mol. The bond lengthens, as a hydrogen-bond donor should. Relaxing further coordinates can only lower the dimer energy, so on a given surface this term underestimates the full gain.

### The result and the distance to 5.0

$$D_e=-\big[E^{\rm HF}_{\rm CP}({\rm Q})+E^{\rm corr}_{\rm CP}({\rm TQ})+\Delta_{\rm CP}({\rm D})\big]+\frac{g^2}{2k}=4.807+0.020=4.827\ {\rm kcal/mol},$$

which is 20.20 kJ/mol. The uncorrected route, with the same relaxation term, gives $4.910+0.020=4.930$ kcal/mol. The spread of 0.10 is made of 0.046 from the MP2 part and 0.056 from $\Delta$.

Both values lie below the rough figure of 5.0, so that figure is approached and not reproduced. Several omissions could contribute to the shortfall, though their sum is not established here. The counterpoise MP2 sequence was still moving toward stronger binding and ends 0.046 above the uncorrected one. The double-zeta $\Delta_{\rm CP}$ costs 0.076 of binding and is uncertain by about as much. The intermolecular geometry was chosen and not optimised, which can only understate the well depth. Correlation of the 1s electrons is left out, and is roughly a few hundredths of a kcal/mol. The corrections for these omissions were not computed here, so the supported statement is $D_e\approx4.8$ to $4.9$ kcal/mol at this level, consistent with about 5.0 within 0.1 to 0.2. The first improvement to make is $\Delta$ in a triple-zeta basis, since $\Delta$ comes from double zeta alone and its two versions differ by 0.056, about half of the spread. A measured dissociation energy is $D_0$, which is smaller by the zero-point energy of the dimer minus that of the two free monomers, a quantity not computed here, and must not be compared with $D_e$.

The scheme works here because water has a large gap between occupied and virtual orbital energies, so that one determinant is expected to dominate. The CCSD and triples pieces of $\Delta$ (0.238 and 0.162 kcal/mol) are each small against the total, while the further smallness of their sum is the cancellation noted above and is particular to this example. It fails when the denominators in $E_{\rm MP2}$ and $E_{(T)}$ become small, as in stretched bonds or near-degenerate open shells, and it has to be rechecked whenever $\Delta$ is not small against the total, since a large term is then taken from the smallest basis and its error $\Delta({\rm D})-\Delta(\infty)$ enters the result in full. The counterpoise formula also needs well-defined fragments: it has no unique form along a proton transfer, where the atoms change partners.

### What the numerical check tests

The numerical check computes the five HF and MP2 energies with hand-written density-fitted code in which nuclei are removed term by term, and compares the double-zeta results with PySCF using exact integrals and ghost atoms. The MP2 interaction energies agree closely: $-4.381$ against $-4.383$ with counterpoise, and $-5.069$ against $-5.072$ without. It evaluates the $E_{(T)}$ sum explicitly against the PySCF routine, the tail formula against the Hurwitz zeta function, and the two-point formula against a linear solve and the exactly summable series. It also compares the energies of the two congruent monomers in their own bases, which differ only through the fitting functions of the partner: the misfits are 0.0012, 0.0006 and 0.0048 kcal/mol for D, T and Q. The largest is at Q and lies in the correlation energy, as the last two rows of the quadruple-zeta table show. This probes only the part of the fitting error that differs between A and B. JKFIT sets are built for HF, and replacing them in the MP2 step by the matching RI set weakens the triple-zeta correlation interaction by 0.003 (counterpoise) and 0.004 kcal/mol (uncorrected), several times the misfit at T. The corresponding shift at Q was not determined and enters the limit with weight $64/37$. The third decimal of the T, Q and extrapolated values is therefore not significant, although shifts of this size are well below the 0.05 to 0.10 kcal/mol uncertainties discussed above. Finally it asserts that the HF BSSE is positive for each monomer, that the gap shrinks at every step, and that $D_e$ lies within 0.25 kcal/mol of 5.0.

## Calculated quantities

```
1 hartree = 627.5095 kcal/mol
inputs: r(OH)=0.9572 A, HOH=104.52 deg, R(OO)=2.91 A
inputs: alpha=5.5 deg, flap=56.0 deg, OH step=0.02 A
model tails X=3,4: 0.011718 0.005054 (1/3X^3: 0.012346 0.005208)
model error after extrapolation: 0.000191
weights 64/37 = 1.7297, 27/37 = 0.7297
monomer (T): explicit -0.00489170, kernel -0.00489170 hartree
jul-cc-pVDZ: 66 AO, 264 fit; E(HF), E(MP2 corr) / hartree
  AB[AB]    -152.0880606  -0.4376721
  A[AB]      -76.0410065  -0.2181298
  B[AB]      -76.0412692  -0.2183461
  A[A]       -76.0409272  -0.2178993
  B[B]       -76.0409283  -0.2179000
  CP : HF -3.630 corr -0.751 MP2 -4.381 kcal/mol
  unc: HF -3.894 corr -1.175 MP2 -5.069 kcal/mol
  BSSE: HF 0.264 corr 0.425 MP2 0.688; A-B misfit 0.0012 kcal/mol
jul-cc-pVTZ: 148 AO, 328 fit; E(HF), E(MP2 corr) / hartree
  AB[AB]    -152.1267109  -0.5373757
  A[AB]      -76.0605131  -0.2678209
  B[AB]      -76.0605478  -0.2678440
  A[A]       -76.0604822  -0.2676007
  B[B]       -76.0604824  -0.2675996
  CP : HF -3.545 corr -1.074 MP2 -4.619 kcal/mol
  unc: HF -3.606 corr -1.365 MP2 -4.971 kcal/mol
  BSSE: HF 0.060 corr 0.292 MP2 0.352; A-B misfit 0.0006 kcal/mol
jul-cc-pVQZ: 280 AO, 488 fit; E(HF), E(MP2 corr) / hartree
  AB[AB]    -152.1376479  -0.5730775
  A[AB]      -76.0659714  -0.2855439
  B[AB]      -76.0659775  -0.2856073
  A[A]       -76.0659531  -0.2854649
  B[B]       -76.0659531  -0.2854724
  CP : HF -3.576 corr -1.209 MP2 -4.785 kcal/mol
  unc: HF -3.603 corr -1.343 MP2 -4.946 kcal/mol
  BSSE: HF 0.027 corr 0.134 MP2 0.161; A-B misfit 0.0048 kcal/mol
DZ exact integrals: HF, MP2 corr, CCSD corr, (T) / hartree
  AB[AB]   -152.0881027 -0.4377089 -0.4529887 -0.0101754
  A[AB]     -76.0410270 -0.2181474 -0.2259909 -0.0049410
  B[AB]     -76.0412887 -0.2183632 -0.2261789 -0.0049766
  A[A]      -76.0409478 -0.2179167 -0.2257686 -0.0048917
  CP : MP2 -4.383 CCSD -4.145 CCSD(T) -4.307 kcal/mol
  unc: MP2 -5.072 CCSD -4.806 CCSD(T) -5.052 kcal/mol
Delta CCSD(T)-MP2: CP 0.076, unc 0.020 kcal/mol
corr CBS(TQ): CP -1.307, unc -1.327 kcal/mol
MP2/CBS: CP -4.884, unc -4.930, gap 0.046 kcal/mol
E_CP at s=+,-step: -4.528 -4.243 kcal/mol; g = -7.12 kcal/mol/A
k mono 1288, k int -25 kcal/mol/A^2
s* = 0.0056 A, relaxation gain 0.020 kcal/mol
rigid composite E_int: CP -4.807, unc -4.910 kcal/mol
De: CP 4.827, unc 4.930 kcal/mol
De CP = 20.20 kJ/mol
```
